# Bir–Pikus strain Hamiltonian of the fourfold valence edge and its stress splittings, part 1

(Sections cited here and not found follow in the second part.)

## I. The Hamiltonian from symmetry

Consider a semiconductor with the diamond or zinc-blende structure whose valence edge lies at $\mathbf k=0$ and, with spin-orbit coupling included, consists of four degenerate states that belong to the representation $\Gamma_8$ of the cubic double group. A homogeneous deformation with displacement field $\mathbf u(\mathbf r)$ is described by the strain tensor

$$\varepsilon_{ij}=\tfrac12\left(\frac{\partial u_i}{\partial x_j}+\frac{\partial u_j}{\partial x_i}\right).$$

Thus $\varepsilon_{xy}$ is half the engineering shear angle. The axes $x,y,z$ are the cube axes.

A deformed crystal has a different period from the undeformed one. In coordinates that deform with the lattice the periods are equal again, and the strain becomes a lattice-periodic perturbation that can act within the four states at $\mathbf k=0$. We seek the $4\times4$ matrix $H(\varepsilon)$ of this perturbation to first order in $\varepsilon$. Energies are electron energies, so the highest level is the valence edge. The split-off doublet, lower by the spin-orbit gap $\Delta_0$, is ignored until part (k); this requires strain energies small against $\Delta_0$.

The four states are labelled by $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$, and $J_x,J_y,J_z$ are the angular momentum matrices for $J=\tfrac32$, in units of $\hbar$. Their commutators are $[J_x,J_y]=iJ_z$ and cyclic, and $J^2=J_x^2+J_y^2+J_z^2=\tfrac{15}{4}$. The symmetrized product is $\{A,B\}=\tfrac12(AB+BA)$.

### (a) What condition does cubic symmetry place on $H(\varepsilon)$, and which symmetry operations need to be examined?

**Solution.** Let $g$ be a point operation of the undeformed crystal, with $3\times3$ matrix $R$, and let $D(g)$ be its matrix in the four states. Applying $g$ to a crystal with strain $\varepsilon$ gives a crystal with strain $R\varepsilon R^{T}$. The undeformed lattice is unchanged, so the result is described by the same function $H$:

$$D(g)\,H(\varepsilon)\,D(g)^\dagger=H(R\varepsilon R^{T}).\tag{1}$$

For a proper rotation by $\theta$ about $\mathbf n$, we take $D=e^{-i\theta\,\mathbf n\cdot\mathbf J}$; a possible extra sign cancels in (1). Its action on $\mathbf J$ can be read off from a rotation about $z$. The derivative of $e^{-i\theta J_z}J_xe^{i\theta J_z}$ at $\theta=0$ is $-i[J_z,J_x]=J_y$, and that of the corresponding expression for $J_y$ is $-i[J_z,J_y]=-J_x$. Integration gives $J_x\to J_x\cos\theta+J_y\sin\theta$, which is the case $i=x$ of

$$D J_iD^\dagger=\sum_j J_jR_{ji}.\tag{2}$$

The $z$ axis is arbitrary, so (2) holds for every rotation.

An improper operation is a proper rotation $R'$ times the inversion, $R=-R'$. The two minus signs cancel in $R\varepsilon R^T$. On the electronic side, replacing each improper element of $T_d$ by its proper partner $R'$ maps $T_d$ onto the rotation group $O$ and preserves all products. The double group has a single four-dimensional double-valued representation, so there is a basis in which the improper elements are represented by $D(R')$ and another in which they are represented by $-D(R')$. The sign cancels in (1), but it affects the labels $m$. Under a quarter turn about $z$ the state $m=\tfrac32$ acquires the factor $e^{-3i\pi/4}$, which is minus the factor $e^{i\pi/4}$ of $m=-\tfrac12$. We choose $-D(R')$. This is the basis of states built from orbitals that transform like the coordinates, because inversion reverses such orbitals and leaves the spin alone. In $O_h$ the inversion itself is represented by $+1$ or $-1$, and this sign cancels between $D$ and $D^\dagger$. Lattice translations leave every state at $\mathbf k=0$ unchanged. The operations of diamond that include a fractional translation therefore multiply, in their action on these states, like their point parts, and they are represented by the matrices $D$ of these parts up to a sign, which again cancels in (1). A homogeneous strain is not affected by a translation either.

The 24 rotations of $O$ therefore suffice for both structures. They are generated by a quarter turn about $z$ and a third of a turn about $[111]$, so (1) has to be checked for these two only.

### (b) How many independent terms linear in strain do the rotations allow?

**Solution.** A Hermitian $4\times4$ matrix has 16 real parameters. Under rotations the operators on a $J=\tfrac32$ multiplet split into tensors of rank $0,1,2,3$, with $1+3+5+7=16$ components. A tensor of rank $r$ has the character

$$\chi_r(\theta)=1+2\sum_{s=1}^{r}\cos s\theta .$$

The classes of $O$ are the identity, eight third-turns, three half-turns about cube axes, six quarter-turns, and six half-turns about face diagonals. The characters needed are these:

| | $E$ | $8C_3$ | $3C_2$ | $6C_4$ | $6C_2'$ |
|---|---|---|---|---|---|
| $\Gamma_1$ | 1 | 1 | 1 | 1 | 1 |
| $\Gamma_2$ | 1 | 1 | 1 | −1 | −1 |
| $\Gamma_3$ | 2 | −1 | 2 | 0 | 0 |
| $\Gamma_4$ | 3 | 0 | −1 | 1 | −1 |
| $\Gamma_5$ | 3 | 0 | −1 | −1 | 1 |
| rank 1 | 3 | 0 | −1 | 1 | −1 |
| rank 2 | 5 | −1 | 1 | −1 | 1 |
| rank 3 | 7 | 1 | −1 | −1 | −1 |

Adding rows gives

$$\text{rank }0=\Gamma_1,\quad \text{rank }1=\Gamma_4,\quad \text{rank }2=\Gamma_3+\Gamma_5,\quad \text{rank }3=\Gamma_2+\Gamma_4+\Gamma_5 .$$

The symmetric tensor $\varepsilon$ consists of its trace, of rank 0, and a traceless part of rank 2. It therefore contains $\Gamma_1+\Gamma_3+\Gamma_5$.

Now write $H$ as a sum of products of strain components and Hermitian operators. By (1) the coefficient matrix must commute with the group action. By Schur's lemma it vanishes between inequivalent representations, and it is a single number between two copies of the same one, once their bases are matched. Hermiticity makes that number real. Strain of type $\Gamma_1$ finds one partner among the operators, strain of type $\Gamma_3$ finds one, and strain of type $\Gamma_5$ finds two, of ranks 2 and 3. The rotations thus allow four independent terms.

### (c) What does time reversal add?

**Solution.** Time reversal $T$ leaves atomic positions, and so the strain, unchanged. In a nonmagnetic crystal without a magnetic field this requires $TH(\varepsilon)T^{-1}=H(\varepsilon)$. Since $TJ_iT^{-1}=-J_i$, operators of odd rank change sign, and those of even rank do not. The $\Gamma_5$ term of rank 3 must therefore be absent.

Its explicit form shows that rotations alone would not remove it. Let

$$W(\varepsilon)=\varepsilon_{yz}O_x+\varepsilon_{zx}O_y+\varepsilon_{xy}O_z,\qquad O_x=\{J_x,J_y^2-J_z^2\}\ \text{and cyclic}.$$

The third-turn about $[111]$ permutes the indices cyclically and leaves the form of $W$ unchanged. Under the quarter turn about $z$, $J_x\to J_y$, $J_y\to-J_x$ and $J_z\to J_z$. Hence

$$O_x\to\{J_y,J_x^2-J_z^2\}=-O_y,\qquad O_y\to\{-J_x,J_z^2-J_y^2\}=O_x,\qquad O_z\to-O_z .$$

The matrix of this turn has $R_{yx}=1$, $R_{xy}=-1$, $R_{zz}=1$, so the strain $\varepsilon'=R\varepsilon R^T$ has

$$\varepsilon'_{yz}=\varepsilon_{zx},\qquad \varepsilon'_{zx}=-\varepsilon_{yz},\qquad \varepsilon'_{xy}=-\varepsilon_{xy}.\tag{3}$$

Both sides of (1) equal $\varepsilon_{zx}O_x-\varepsilon_{yz}O_y-\varepsilon_{xy}O_z$. The term passes the spatial test and fails only under time reversal, because it contains three factors of $J$.

Three terms survive. A numerical solution of (1) for a general linear map from the six strain components to the 16 operators confirms the count: four solutions from the rotations, and three when time reversal is imposed as well.

### (d) Write the three surviving terms explicitly and define the deformation potentials.

**Solution.** The $\Gamma_1$ term is $\operatorname{Tr}\varepsilon$ times the unit matrix. For the rank-2 operators, consider

$$Q_3=\sum_i\left(J_i^2-\tfrac13J^2\right)\varepsilon_{ii},\qquad Q_5=\{J_x,J_y\}\varepsilon_{xy}+\{J_y,J_z\}\varepsilon_{yz}+\{J_z,J_x\}\varepsilon_{zx}.$$

Both are unchanged in form by cyclic permutation. The quarter turn exchanges $J_x^2$ with $J_y^2$ and $\varepsilon_{xx}$ with $\varepsilon_{yy}$, which leaves $Q_3$ in agreement with (1). It also gives

$$\{J_x,J_y\}\to-\{J_x,J_y\},\qquad \{J_y,J_z\}\to-\{J_z,J_x\},\qquad \{J_z,J_x\}\to\{J_y,J_z\}.$$

The transformed $Q_5$ is $-\varepsilon_{xy}\{J_x,J_y\}-\varepsilon_{yz}\{J_z,J_x\}+\varepsilon_{zx}\{J_y,J_z\}$, and by (3) this is $Q_5(\varepsilon')$.

The subtraction of $J^2/3=\tfrac54$ makes $Q_3$ vanish for equal diagonal strains, so a volume change enters through the first term alone. The Bir–Pikus Hamiltonian is

$$H=a\operatorname{Tr}\varepsilon-b\sum_i\left(J_i^2-\tfrac13J^2\right)\varepsilon_{ii}-\frac{2d}{\sqrt3}\sum_{i<j}\{J_i,J_j\}\varepsilon_{ij}.\tag{4}$$

The constants $a$, $b$ and $d$ are energies. Symmetry fixes neither their sizes nor their signs. The minus signs and the factor $2/\sqrt3$ are conventions, and a quoted sign of $b$ or $d$ has a meaning only together with such a form. The sign of $b$ also depends on the choice of basis in (a): the other choice exchanges the labels $\pm\tfrac32$ and $\pm\tfrac12$ along a cube axis and so reverses it. It leaves $a$ and $d$ unchanged, so the relative sign of $b$ and $d$, including that in the isotropy condition below, refers to the basis chosen in (a).

Two remarks bear on the meaning of the constants. First, a medium with full rotational symmetry would allow only the scalar contraction

$$\sum_{ij}J_iJ_j\varepsilon_{ij}=\sum_iJ_i^2\varepsilon_{ii}+2\sum_{i<j}\{J_i,J_j\}\varepsilon_{ij}$$

besides the trace. Comparison with (4) gives $2d/\sqrt3=2b$, or $d=\sqrt3\,b$. The departure from this ratio measures the cubic anisotropy of the coupling.

Second, the two atoms of the primitive cell may shift relative to each other when the crystal is strained. The relaxed shift is itself determined by $\varepsilon$ in a way that respects the crystal symmetry, so (1) and (4) remain valid. To first order the shift is a vector of type $\Gamma_5$, like the shear strains, so it changes the value of $d$ but not of $a$ or $b$. The $d$ seen under static stress is the relaxed one.

### (e) Find the energy levels for an arbitrary strain.

**Solution.** Define five matrices:

$$G_1=J_z^2-\tfrac54,\quad G_2=\frac{J_x^2-J_y^2}{\sqrt3},\quad G_3=\frac{2}{\sqrt3}\{J_y,J_z\},\quad G_4=\frac{2}{\sqrt3}\{J_z,J_x\},\quad G_5=\frac{2}{\sqrt3}\{J_x,J_y\}.$$

Their elements follow from $J_\pm=J_x\pm iJ_y$. The nonzero elements of $J_+$ between neighbouring states are $\sqrt3,2,\sqrt3$, so those of $J_+^2$ are both $2\sqrt3$. With

$$J_x^2-J_y^2=\tfrac12(J_+^2+J_-^2),\qquad \{J_x,J_y\}=\frac{J_+^2-J_-^2}{4i},$$

$G_2$ has the elements $1$, and $G_5$ the elements $-i$, at positions $(1,3)$ and $(2,4)$. Next, $\{J_z,J_+\}$ carries $|m\rangle$ to $|m+1\rangle$ with the element of $J_+$ times $m+\tfrac12$. This gives $\sqrt3$ at $(1,2)$, zero at $(2,3)$ and $-\sqrt3$ at $(3,4)$. Therefore $G_4$ has $1$ and $-1$, and $G_3$ has $-i$ and $i$, at $(1,2)$ and $(3,4)$. The elements below the diagonal are the complex conjugates. Finally $G_1=\operatorname{diag}(1,-1,-1,1)$.

Let the Pauli matrices $\rho$ act between the upper pair of states $(1,2)$ and the lower pair $(3,4)$, and let $\sigma$ act within each pair. Then

$$G_1=\rho_z\sigma_z,\quad G_2=\rho_x,\quad G_3=\rho_z\sigma_y,\quad G_4=\rho_z\sigma_x,\quad G_5=\rho_y .$$

Each squares to one, and any two anticommute, through the $\rho$ factors or through the $\sigma$ factors.

To express $H$ in these matrices, use $J_x^2+J_y^2=\tfrac{15}4-J_z^2$, which gives

$$J_{x}^2-\tfrac54=-\tfrac12G_1+\tfrac{\sqrt3}{2}G_2,\qquad J_{y}^2-\tfrac54=-\tfrac12G_1-\tfrac{\sqrt3}{2}G_2 .$$

Hence $H-a\operatorname{Tr}\varepsilon=-\sum_kv_kG_k$ with

$$v_1=b\left(\varepsilon_{zz}-\tfrac12(\varepsilon_{xx}+\varepsilon_{yy})\right),\quad v_2=\tfrac{\sqrt3}{2}b(\varepsilon_{xx}-\varepsilon_{yy}),\quad (v_3,v_4,v_5)=d(\varepsilon_{yz},\varepsilon_{zx},\varepsilon_{xy}).\tag{5}$$

In the square of this sum all cross terms cancel, so $(H-a\operatorname{Tr}\varepsilon)^2=\sum_kv_k^2$. Put $\alpha=\varepsilon_{xx}-\varepsilon_{yy}$, $\beta=\varepsilon_{yy}-\varepsilon_{zz}$ and $\gamma=\varepsilon_{zz}-\varepsilon_{xx}$. Then $\alpha=-(\beta+\gamma)$ and $v_1=b(\gamma-\beta)/2$. Since $(\gamma-\beta)^2=2\beta^2+2\gamma^2-\alpha^2$,

$$v_1^2+v_2^2=b^2\left[\frac{2\beta^2+2\gamma^2-\alpha^2}{4}+\frac{3\alpha^2}{4}\right]=\frac{b^2}{2}(\alpha^2+\beta^2+\gamma^2).$$

The levels are

$$E_\pm=a\operatorname{Tr}\varepsilon\pm\sqrt{\tfrac{b^2}{2}(\alpha^2+\beta^2+\gamma^2)+d^2(\varepsilon_{xy}^2+\varepsilon_{yz}^2+\varepsilon_{zx}^2)} .\tag{6}$$

The $G_k$ are traceless, so each sign occurs twice. Strain leaves two doublets, as time reversal requires for states with half-integer spin. The degeneracy between the doublets survives only when the root vanishes, which for nonzero $b$ and $d$ means a pure volume change.

## II. Uniaxial stress and the limits of the four-band form

The symbols taken over are these. The strain $\varepsilon$ has tensor shear components, $J_i$ are the $J=\tfrac32$ matrices with $J^2=\tfrac{15}4$, and $\{A,B\}=\tfrac12(AB+BA)$. The Hamiltonian is (4), with deformation potentials $a$, $b$, $d$. It equals $a\operatorname{Tr}\varepsilon-\sum_kv_kG_k$, with five anticommuting matrices $G_k$ of unit square and the coefficients (5). Its levels are the two doublets (6).

For the numbers we take round model parameters that stand for no particular material: $a=1$ eV, $b=-2$ eV, $d=-5$ eV, stiffnesses $C_{11}=120$, $C_{12}=50$ and $C_{44}=60$ GPa, and $\Delta_0=0.4$ eV. The stress is $X=-0.5$ GPa; tension counts as positive, so this is a compression. Sums are formed before rounding. The full numerical output follows the text.

### (f) Which strains does a uniaxial stress along $[001]$ or $[111]$ produce?

Symmetry has fixed the strain Hamiltonian (4) up to the three constants $a$, $b$ and $d$, and its levels for any strain are the two doublets (6). It remains to answer (f), to find the splittings for stress along $[001]$, $[111]$ and $[110]$, to interpret $b$ and $d$ for $p$ orbitals, and to examine the correction from the split-off doublet.
